**Hydrogen desorption with lattice relaxation: trajectories on a two-coordinate potential**

The program studies a molecule at height \(s\) coupled to one lattice coordinate \(q\), with saddle height \(E_s\), lattice strain energy \(E_L\) at the saddle and cold barrier \(E_c=E_s^2/(E_s-E_L)\). It asserts that numerically maximised barriers agree with the closed forms, and that the translational energy \(E_t\) from the saddle lies between \(E_s-E_L\) and \(E_s\). It also asserts the path-integral expression for the energy kept by the lattice, and its slow-lattice and weak-coupling limits. For \(E_s=0.30\) eV and \(E_L=0.15\) eV, the cold barrier is 0.60 eV and \(E_t\) is 0.174 eV; a rigid lattice with the same cold barrier gives 0.600 eV. At 800 K the mean energy is 0.253 eV in the desorption runs and 0.262 eV in the sticking runs. These pass the asserted limit of four combined standard errors, but differ by about 3.5, which is more than sampling noise would normally give. The last part of the output sizes tunnelling, quantum lattice motion and damping, and compares a rough H\(_2\) vibrational quantum with the energy released.

## Check in Python

```python
# RESULT UNDER TEST
# A molecule (height s) leaves a surface with one lattice coordinate q on
#   V(s,q) = Es*(2x - x^2) + k/2*(q - qs*x)^2,   x = exp(-s/a).
# Es: saddle height; EL = k*qs^2/2: lattice strain energy at the saddle.
# Cold barrier (q = 0):            Ec = Es^2/(Es - EL)
# Translation from the saddle:     Es - EL <= Et <= Es < Ec
# Slow lattice:  Elat = EL*(z/sinh z)^2, z = pi*w/nu,
#                nu = sqrt(2(Es-EL)/m)/a, w = lattice frequency.
# Thermal, slow lattice: <Et> = Es - EL + kT*(1 + EL/(2 Es)).
# Internal units: eV, nm, fs.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

HBAR = const.hbar / const.e * 1e15            # eV fs
KB = const.k / const.e                        # eV/K
U = const.atomic_mass * 1e12 / const.e        # eV fs^2/nm^2
rng = np.random.default_rng(12345)


class Surface:
    def __init__(self, Es, EL, quantum, mass=2.0, a=0.03, lattice_mass=28.0):
        self.Es, self.EL, self.a = Es, EL, a
        self.m, self.M = mass * U, lattice_mass * U
        self.w = quantum / HBAR
        self.k = self.M * self.w**2
        self.qs = np.sqrt(2 * EL / self.k)
        self.nu = np.sqrt(2 * (Es - EL) / self.m) / a

    def V(self, s, q):
        x = np.exp(-s / self.a)
        return self.Es * (2*x - x*x) + 0.5*self.k*(q - self.qs*x)**2

    def force(self, s, q):
        x = np.exp(-s / self.a)
        stretch = self.k * (q - self.qs * x)
        return x/self.a*(2*self.Es*(1 - x) - stretch*self.qs), -stretch

    def barrier(self, q):
        """Numerical barrier above the gas asymptote at fixed lattice q."""
        s = -self.a * np.log(np.geomspace(1e-9, 12, 6000))
        q = np.atleast_1d(q)[:, None]
        return np.max(self.V(s[None, :], q) - 0.5*self.k*q**2, axis=1)

    def unstable_mode(self):
        """Growth rate and displacement of the unstable saddle mode."""
        h = np.array([1e-4 * self.a, 1e-4 * self.a])
        p0 = np.array([0.0, self.qs])
        H = np.zeros((2, 2))
        for j in range(2):
            d = np.zeros(2)
            d[j] = h[j]
            H[:, j] = -(np.array(self.force(*(p0 + d)))
                        - np.array(self.force(*(p0 - d)))) / (2*h[j])
        root = np.sqrt(np.array([self.m, self.M]))
        H = 0.5 * (H + H.T) / np.outer(root, root)
        val, vec = np.linalg.eigh(H)
        assert val[0] < 0 < val[1]
        disp = vec[:, 0] / root
        return np.sqrt(-val[0]), disp / disp[0]


def leave_saddle(sf, damping=0.0, want_path=False):
    """Trajectory from rest at the saddle to the gas: (Et, Elat)."""
    lam, d = sf.unstable_mode()
    d = d * 1e-4 * sf.a
    y0 = [d[0], sf.qs + d[1], lam*d[0], lam*d[1]]

    def rhs(t, y):
        fs, fq = sf.force(y[0], y[1])
        return [y[2], y[3], fs/sf.m, fq/sf.M - damping*y[3]]

    def gone(t, y):
        return y[0] - 25*sf.a
    gone.terminal = True
    sol = solve_ivp(rhs, (0, 20000), y0, method="DOP853", rtol=1e-10,
                    atol=1e-14, events=gone, dense_output=want_path)
    assert sol.status == 1
    assert np.all(np.diff(sol.y[0]) > 0)      # direct exit
    s, q, vs, vq = sol.y[:, -1]
    Et = 0.5*sf.m*vs**2
    Elat = 0.5*sf.M*vq**2 + 0.5*sf.k*q**2
    if damping == 0:
        assert abs(Et + Elat - sf.Es) < 1e-6
        assert sf.Es - sf.EL - 1e-6 <= Et <= sf.Es + 1e-6
    return (Et, Elat, sol) if want_path else (Et, Elat)


def propagate(sf, s, q, vs, vq, dt=0.25, steps=4000):
    """Run many trajectories. Outcome: 1 gas, -1 adsorbed, 0 unresolved."""
    n = len(s)
    outcome, energy = np.zeros(n, int), np.zeros(n)
    idx = np.arange(n)
    s, q, vs, vq = (np.array(v, float) for v in (s, q, vs, vq))
    fs, fq = sf.force(s, q)
    for _ in range(steps):
        vs += 0.5*dt*fs/sf.m
        vq += 0.5*dt*fq/sf.M
        s += dt*vs
        q += dt*vq
        fs, fq = sf.force(s, q)
        vs += 0.5*dt*fs/sf.m
        vq += 0.5*dt*fq/sf.M
        out = (s > 10*sf.a) & (vs > 0)
        inside = s < -1.6*sf.a
        done = out | inside
        if done.any():
            outcome[idx[out]] = 1
            energy[idx[out]] = 0.5*sf.m*vs[out]**2
            outcome[idx[inside]] = -1
            keep = ~done
            idx, s, q, vs, vq, fs, fq = (v[keep] for v in
                                         (idx, s, q, vs, vq, fs, fq))
            if len(idx) == 0:
                break
    return outcome, energy


def send_in(sf, E, lattice_energy):
    """Molecules of energy E hit a lattice of given energy, random phase."""
    n = len(E)
    phase = rng.uniform(0, 2*np.pi, n)
    amp = np.sqrt(2*lattice_energy/sf.k)
    return propagate(sf, np.full(n, 9.99*sf.a), amp*np.cos(phase),
                     -np.sqrt(2*E/sf.m), -amp*sf.w*np.sin(phase))[0]


def cold_threshold(sf):
    E = np.linspace(0.30, 0.64, 681)
    stuck = send_in(sf, E, np.zeros_like(E)) == -1
    first = np.argmax(stuck)
    assert stuck.any() and first > 0 and stuck[first:].all()
    return E[first]


# ---------------- example parameters ----------------
Es, EL, quantum, T = 0.30, 0.15, 0.020, 800.0
kT = KB*T
sf = Surface(Es, EL, quantum)

# forces against finite differences of the potential
for s, q in [(0.01, 0.02), (-0.012, 0.05), (0.05, -0.01)]:
    h = 1e-6
    fs, fq = sf.force(s, q)
    assert abs(fs + (sf.V(s+h, q) - sf.V(s-h, q))/(2*h)) < 1e-5
    assert abs(fq + (sf.V(s, q+h) - sf.V(s, q-h))/(2*h)) < 1e-5

# barriers by numerical maximisation against the closed forms
Ec = sf.barrier(0.0)[0]
assert abs(Ec - Es**2/(Es - EL)) < 1e-4
for Q in (-0.5, 0.5, 1.0, 1.5):
    assert abs(sf.barrier(Q*sf.qs)[0] - (Es-EL*Q)**2/(Es-EL)) < 1e-4

# main trajectory and the moving-rest-point identity
Et, Elat, sol = leave_saddle(sf, want_path=True)
t = np.linspace(0, sol.t[-1], 40001)
y = sol.sol(t)
xdot = -np.exp(-y[0]/sf.a)*y[2]/sf.a
g = xdot*np.exp(1j*sf.w*t)
integral = np.sum(0.5*(g[1:] + g[:-1]))*(t[1] - t[0])
Elat_integral = EL*abs(integral)**2
assert abs(Elat_integral/Elat - 1) < 1e-3     # start lies 1e-4 off saddle


def retained_formula(f):
    z = np.pi*f.w/f.nu
    return f.EL*(z/np.sinh(z))**2


assert abs(retained_formula(sf) - Elat) < 0.01
# leading loss for a slow lattice at full coupling
slow = Surface(Es, EL, 0.003)
loss_ratio = (1 - leave_saddle(slow)[1]/EL)/((np.pi*slow.w/slow.nu)**2/3)
assert abs(loss_ratio - 1) < 0.02
# weak coupling, lattice not slow
weak = Surface(Es, 1e-3*Es, 0.060)
weak_ratio = leave_saddle(weak)[1]/retained_formula(weak)
assert abs(weak_ratio - 1) < 0.01

# causal controls: same cold barrier, different strain
scan = []
for e in (0.20, 0.30, 0.40, 0.60):
    f = Surface(e, e - e*e/0.60, quantum)
    assert abs(f.barrier(0.0)[0] - 0.60) < 1e-4
    scan.append((e, f.EL, leave_saddle(f)[0]))
assert all(scan[i][2] < scan[i+1][2] for i in range(3))
assert abs(scan[-1][2] - 0.60) < 1e-6
Et_fast = leave_saddle(Surface(Es, EL, 0.200))[0]
assert Et_fast > 0.97*Es
Et_m1 = leave_saddle(Surface(Es, EL, quantum, mass=1.0))[0]
Et_m4 = leave_saddle(Surface(Es, EL, quantum, mass=4.0))[0]
assert Et_m1 < Et < Et_m4

# sticking threshold of a cold surface whose lattice may move
threshold = cold_threshold(sf)
threshold_slow = cold_threshold(Surface(Es, EL, 0.001))
assert Es < threshold <= Ec + 1e-3
assert abs(threshold_slow - Ec) < 0.003

# thermal mean for a slow lattice: quadrature with numerical barriers
Qgrid = np.linspace(-2, 4, 601)
B = sf.barrier(Qgrid*sf.qs)
weight = np.exp(-(EL*Qgrid**2 + B)/kT)
mean_quad = np.sum(weight*(B + kT))/np.sum(weight)
mean_formula = Es - EL + kT*(1 + EL/(2*Es))
assert abs(mean_quad - mean_formula) < 0.001  # tail with no barrier

# desorption ensemble: equilibrium flux through s = 0, signed crossings,
# kept if the past lies on the surface and the future in the gas
n = 20000
sign = np.where(np.arange(n) % 2 == 0, 1.0, -1.0)
q0 = sf.qs + rng.normal(size=n)*np.sqrt(kT/sf.k)
vq0 = rng.normal(size=n)*np.sqrt(kT/sf.M)
vs0 = sign*np.sqrt(2*rng.exponential(kT, n)/sf.m)
future, Eout = propagate(sf, np.zeros(n), q0, vs0, vq0)
past, _ = propagate(sf, np.zeros(n), q0, -vs0, -vq0)
assert np.mean(future == 0) < 0.02 and np.mean(past == 0) < 0.02
w = sign*((past == -1) & (future == 1))
mean_des = np.sum(w*Eout)/np.sum(w)
se_des = np.sqrt(np.sum(w**2*(Eout - mean_des)**2))/np.sum(w)
above_cold = np.sum(w*(Eout > Ec))/np.sum(w)
kappa = np.mean(2*w)
rate_des = kappa*np.exp(-Es/kT)
se_rate_des = np.std(2*w)/np.sqrt(n)*np.exp(-Es/kT)

# sticking ensemble: thermal gas on thermal lattice, drawn at 2T, reweighted
n = 40000
Ein, elat = rng.exponential(2*kT, n), rng.exponential(2*kT, n)
fate = send_in(sf, Ein, elat)
assert np.mean(fate == 0) < 0.02
w = 4*np.exp(-(Ein + elat)/(2*kT))*(fate == -1)
mean_stick = np.sum(w*Ein)/np.sum(w)
se_stick = np.sqrt(np.sum(w**2*(Ein - mean_stick)**2))/np.sum(w)
rate_stick = np.mean(w)
se_rate_stick = np.std(w)/np.sqrt(n)
assert abs(mean_des - mean_stick) < 4*np.hypot(se_des, se_stick)
assert abs(rate_des - rate_stick) < 4*np.hypot(se_rate_des, se_rate_stick)
assert mean_des < 0.6*(Ec + kT)

# a beam of fixed energy on a warm and on a hot surface
beam_E, n = 0.30, 10000
beam = [np.mean(send_in(sf, np.full(n, beam_E),
                        rng.exponential(KB*Ts, n)) == -1)
        for Ts in (300.0, 800.0)]
assert beam[1] > 2*beam[0]

# sizes of neglected effects
lam = sf.unstable_mode()[0]
T_tunnel = HBAR*lam/(2*np.pi*KB)
wigner = 1 + (HBAR*lam/kT)**2/24
lattice_quantum = quantum/2/np.tanh(quantum/(2*kT))/kT
dq = 0.05*sf.qs
slope = (sf.barrier(dq)[0] - sf.barrier(-dq)[0])/(2*dq)
zero_point_smear = abs(slope)*np.sqrt(HBAR/(2*sf.M*sf.w))
Et_damped = leave_saddle(sf, damping=sf.w/(2*np.pi))[0]
H2_quantum = 0.5                               # rough input, eV

print(f"saddle height Es (input)          {Es:.3f} eV")
print(f"strain energy at saddle EL (input){EL:.3f} eV")
print(f"range a (input)                   {sf.a:.3f} nm")
print(f"lattice quantum (input)           {quantum*1e3:.1f} meV")
print(f"masses molecule, lattice (input)  {sf.m/U:.0f}, {sf.M/U:.0f} u")
print(f"temperature (input), kT           {T:.0f} K, {kT:.4f} eV")
print(f"lattice force constant k          {sf.k:.1f} eV/nm^2")
print(f"lattice shift at saddle qs        {sf.qs:.4f} nm")
print(f"cold barrier Ec                   {Ec:.4f} eV")
print(f"exit time 1/nu                    {1/sf.nu:.2f} fs")
print(f"lattice time 1/w                  {1/sf.w:.2f} fs")
print(f"ratio w/nu                        {sf.w/sf.nu:.4f}")
print("-- trajectory from rest at the saddle")
print(f"translation Et                    {Et:.4f} eV")
print(f"translation Et                    {Et*const.e*const.N_A/1e3:.2f} kJ/mol")
print(f"kept by lattice, trajectory       {Elat:.4f} eV")
print(f"kept by lattice, path integral    {Elat_integral:.4f} eV")
print(f"kept by lattice, sinh formula     {retained_formula(sf):.4f} eV")
print(f"slow-lattice limit of Et          {Es-EL:.4f} eV")
print(f"Et/Ec                             {Et/Ec:.3f}")
print(f"slow-lattice loss / formula       {loss_ratio:.4f}")
print(f"weak-coupling Elat / formula      {weak_ratio:.4f}")
print("-- same cold barrier 0.60 eV: Es, EL, Et in eV")
for row in scan:
    print("   %.3f  %.4f  %.4f" % row)
print(f"Et, fast lattice (200 meV)        {Et_fast:.4f} eV")
print(f"Et, molecular mass 1 u            {Et_m1:.4f} eV")
print(f"Et, molecular mass 4 u            {Et_m4:.4f} eV")
print("-- sticking on a cold surface")
print(f"threshold, moving lattice         {threshold:.4f} eV")
print(f"threshold, 1 meV lattice          {threshold_slow:.4f} eV")
print("-- thermal ensembles at 800 K")
print(f"fixed barrier would give Ec+kT    {Ec+kT:.4f} eV")
print(f"slow lattice, formula             {mean_formula:.4f} eV")
print(f"slow lattice, quadrature          {mean_quad:.4f} eV")
print(f"mean Et, desorption runs          {mean_des:.4f} +- {se_des:.4f} eV")
print(f"mean E, sticking runs             {mean_stick:.4f} +- {se_stick:.4f} eV")
print(f"excess over kT, desorption        {mean_des-kT:.4f} eV")
print(f"share desorbing with Et > Ec      {above_cold:.4f}")
print(f"transmission factor               {kappa:.3f}")
print(f"thermal sticking from desorption  {rate_des:.5f} +- {se_rate_des:.5f}")
print(f"thermal sticking, direct          {rate_stick:.5f} +- {se_rate_stick:.5f}")
print(f"0.30 eV beam sticks, 300 K        {beam[0]:.4f}")
print(f"0.30 eV beam sticks, 800 K        {beam[1]:.4f}")
print("-- neglected effects")
print(f"tunnelling crossover temperature  {T_tunnel:.0f} K")
print(f"Wigner rate factor at 800 K       {wigner:.3f}")
print(f"quantum/classical lattice energy  {lattice_quantum:.4f}")
print(f"zero-point smear of cold barrier  {zero_point_smear:.3f} eV")
print(f"Et, lattice damped in one period  {Et_damped:.4f} eV")
print(f"H2 vibration quantum (rough input){H2_quantum:.1f} eV")
print(f"quantum minus saddle release      {H2_quantum-Es:.1f} eV")
print("PASS")
```

It prints:

```
saddle height Es (input)          0.300 eV
strain energy at saddle EL (input)0.150 eV
range a (input)                   0.030 nm
lattice quantum (input)           20.0 meV
masses molecule, lattice (input)  2, 28 u
temperature (input), kT           800 K, 0.0689 eV
lattice force constant k          267.9 eV/nm^2
lattice shift at saddle qs        0.0335 nm
cold barrier Ec                   0.6000 eV
exit time 1/nu                    7.89 fs
lattice time 1/w                  32.91 fs
ratio w/nu                        0.2396
-- trajectory from rest at the saddle
translation Et                    0.1737 eV
translation Et                    16.76 kJ/mol
kept by lattice, trajectory       0.1263 eV
kept by lattice, path integral    0.1263 eV
kept by lattice, sinh formula     0.1246 eV
slow-lattice limit of Et          0.1500 eV
Et/Ec                             0.290
slow-lattice loss / formula       0.9955
weak-coupling Elat / formula      1.0002
-- same cold barrier 0.60 eV: Es, EL, Et in eV
   0.200  0.1333  0.1033
   0.300  0.1500  0.1737
   0.400  0.1333  0.2797
   0.600  0.0000  0.6000
Et, fast lattice (200 meV)        0.2997 eV
Et, molecular mass 1 u            0.1629 eV
Et, molecular mass 4 u            0.1912 eV
-- sticking on a cold surface
threshold, moving lattice         0.5710 eV
threshold, 1 meV lattice          0.6000 eV
-- thermal ensembles at 800 K
fixed barrier would give Ec+kT    0.6689 eV
slow lattice, formula             0.2362 eV
slow lattice, quadrature          0.2362 eV
mean Et, desorption runs          0.2525 +- 0.0014 eV
mean E, sticking runs             0.2616 +- 0.0022 eV
excess over kT, desorption        0.1835 eV
share desorbing with Et > Ec      0.0109
transmission factor               0.731
thermal sticking from desorption  0.00942 +- 0.00009
thermal sticking, direct          0.00899 +- 0.00020
0.30 eV beam sticks, 300 K        0.0329
0.30 eV beam sticks, 800 K        0.1322
-- neglected effects
tunnelling crossover temperature  158 K
Wigner rate factor at 800 K       1.064
quantum/classical lattice energy  1.0070
zero-point smear of cold barrier  0.110 eV
Et, lattice damped in one period  0.1727 eV
H2 vibration quantum (rough input)0.5 eV
quantum minus saddle release      0.2 eV
PASS
```
